# Energy to melt a ten-nanometre phase-change cube, isolated and held molten

**Question.** A phase-change memory cell is reset by melting a small volume of crystal with a current pulse and letting it freeze as a glass. How much energy is needed to heat and melt a cube of side 10 nm if no heat escapes? Why do practical reset pulses need much more, and how do the two energies scale with cell size and pulse length?

**Answer.** The first energy follows from counting atoms, the second from heat conduction. The algebra uses atomic units with \(k_B=1\), so a temperature is an energy. Numbers are in eV, angstrom and picoseconds, and \(\kappa\) and \(c\) stand for conductivity and heat capacity per volume, each divided by \(k_B\).

### The isolated cube

Let the cube have side \(L\) and atom density \(n\). It starts at ambient temperature \(T_0\) and melts at \(T_m=T_0+\Delta\).

In a classical harmonic crystal each atom contributes three momenta and three displacements to the energy, all quadratically. Equipartition gives \(T/2\) to each of the six terms, hence \(3T\) per atom. Heating to the melting point therefore costs \(3\Delta\) per atom. If fusion takes a further \(\lambda\) per atom, the \(nL^3\) atoms need

\[
E_{\rm ad}=nL^3(3\Delta+\lambda).
\]

Work of expansion, anharmonicity and electronic heat are neglected, and the liquid is not heated beyond \(T_m\).

I take round model parameters, not those of a named alloy: \(n=0.03\) per cubic angstrom, \(T_0=0.025\) eV, \(T_m=0.075\) eV and \(\lambda=0.12\) eV. Then \(\Delta=0.05\) eV, and a cube with \(L=100\) angstrom holds \(0.03\times100^3=30000\) atoms. The cost is

\[
E_{\rm ad}=30000\,(0.15+0.12)\ {\rm eV}
=4500\ {\rm eV}+3600\ {\rm eV}=8100\ {\rm eV},
\]

or 1.3 fJ. Heating and melting contribute comparable amounts. Since \(E_{\rm ad}\) is linear in \(n\), \(\Delta\) and \(\lambda\), with positive terms, a change of 30% in any one of them changes the result by at most 30%. "Roughly one femtojoule" is thus a sound order of magnitude for parameters of this size.

The classical heat capacity needs the phonon energies to be small compared with \(T\). For a mode of frequency \(\omega\), the thermal energy at high temperature is

\[
\frac{\omega}{e^{\omega/T}-1}=T-\frac{\omega}{2}+\frac{\omega^2}{12T}+\dots
\]

The constant \(-\omega/2\) cancels between the two temperatures. In a Debye spectrum with cutoff \(\theta\), the density of modes grows as \(\omega^2\), so the mean of \(\omega^2\) is \(3\theta^2/5\). With three modes per atom the heating cost becomes

\[
3\Delta-\frac{3\theta^2}{20}\left(\frac1{T_0}-\frac1{T_m}\right).
\]

For a soft solid with \(\theta=0.012\) eV this lowers 0.1500 eV to 0.1494 eV per atom, which is negligible here.

### Heat escaping from a held sphere

Perfect isolation would also defeat the purpose of the pulse: an isolated molten cube has no way to cool and cannot freeze into a glass. A working cell must be in thermal contact with something, and heat leaves through that contact during the pulse as well as after it.

Let the surroundings be a uniform medium, initially at \(T_0\), that extends far beyond the heated region. For simplicity it has the same \(\kappa\) and \(c=3n\) as the cell. The temperature rise \(u\) obeys the diffusion equation with \(D=\kappa/c\). A sphere of radius \(a\), brought to the rise \(\Delta\) at \(t=0\) and held there, can be solved in closed form. Outside it,

\[
\frac{\partial u}{\partial t}
=\frac{D}{r^2}\frac{\partial}{\partial r}
\left(r^2\frac{\partial u}{\partial r}\right).
\]

Put \(u=w/r\). Then \(r^2\,\partial_r u=r\,\partial_r w-w\), whose derivative is \(r\,\partial_r^2w\), because the two terms \(\partial_r w\) cancel. Multiplying the equation by \(r\) leaves

\[
\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial r^2},
\qquad w(a,t)=a\Delta,\qquad w(r,0)=0 .
\]

This is diffusion on a half-line. Try a function of \(s=(r-a)/(2\sqrt{Dt})\) alone. The time derivative is \(-s\,w'(s)/(2t)\), and the right side is \(w''(s)/(4t)\), so \(w''=-2s\,w'\) and \(w'\propto e^{-s^2}\). The solution that equals \(a\Delta\) at \(s=0\) and vanishes at large \(s\) is

\[
w=a\Delta\,{\rm erfc}(s),\qquad
\left.\frac{\partial w}{\partial r}\right|_{a}
=-\frac{2a\Delta}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}}
=-\frac{a\Delta}{\sqrt{\pi Dt}} .
\]

Since \(\partial_r u=\partial_r w/r-w/r^2\), the outward heat flow through the area \(4\pi a^2\) is

\[
P(t)=-4\pi a^2\kappa\left.\frac{\partial u}{\partial r}\right|_a
=4\pi a^2\kappa\Delta\left(\frac1a+\frac1{\sqrt{\pi Dt}}\right).
\]

The integral of \(1/\sqrt{\pi Dt'}\) from 0 to \(t\) is \(2\sqrt{t/(\pi D)}\), so the escaped heat is

\[
Q(a,t)=4\pi a\kappa\Delta
\left[t+2a\sqrt{\frac{t}{\pi D}}\right].
\]

At early times the square-root term dominates: heat soaks into a thin layer, as it would behind a flat wall, and the loss is proportional to the area. At late times the linear term dominates: the temperature near the sphere has settled to \(u=\Delta a/r\), and a steady flow proportional to the radius passes outward. The terms are equal at \(t=4a^2/(\pi D)\).

### From the sphere to the cube

The sphere inscribed in the cube has \(a=L/2\). Compare its temperature field with that of a cube held at \(\Delta\). Inside the cube, the cube's field equals \(\Delta\), while the sphere's field is nowhere above \(\Delta\). Outside the cube both fields obey the same diffusion equation and start from zero, and on the cube's surface the cube's field is at least as large. By the maximum principle it then remains at least as large everywhere outside. The held cube therefore stores at least as much sensible heat, in itself and its surroundings together, as the held inscribed sphere. The same argument with the circumscribed sphere, \(a=\sqrt3L/2\), gives an upper bound.

The sensible heat inside the inscribed sphere is \(c\Delta\,(4\pi/3)(L/2)^3=\pi c\Delta L^3/6\). Adding the heat of fusion of the whole cube and the escaped heat gives a lower bound on the energy delivered:

\[
E_{\rm low}(t)=nL^3\lambda+\frac{\pi}{6}c\Delta L^3
+2\pi L\kappa\Delta\,t+2L^2\Delta\sqrt{\pi\kappa c\,t}.
\]

For the last term, \(8\pi a^2\kappa\Delta\sqrt{t/(\pi D)}\) was evaluated with \(a=L/2\) and \(D=\kappa/c\). The bound holds as well if the molten cube is hotter than \(T_m\), since that raises the field further. At \(t=0\) it lies below \(E_{\rm ad}\), because it counts sensible heat in the sphere and not in the corners of the cube.

### How soon the adiabatic estimate fails

Take \(\kappa=5\) per angstrom per picosecond, which is 0.69 W/(m K), a poor conductor; metal electrodes conduct much better. With \(c=0.09\) per cubic angstrom, \(D=5/0.09=55.6\) square angstrom per picosecond. Heat diffuses over half the cube's side in a time of order \((L/2)^2/D=2500/55.6=45\) ps. The bound becomes, with \(t\) in ps,

\[
E_{\rm low}=\left(3600+2356+157.1\,t+1189\sqrt t\right)\ {\rm eV}.
\]

It reaches \(2E_{\rm ad}=16200\) eV at \(t=26.4\) ps. Because this is a lower bound, the true cost of the held cube has doubled no later than that. A finite-difference solution for the cube itself places the doubling between 8 and 9 ps. The one-femtojoule figure describes the supplied energy only for pulses much shorter than ten picoseconds.

The bound is not tight. A finite-difference solution of the diffusion equation around the cube, on a grid of 10 angstrom, gives a sensible heat of about \(3.1\times10^4\) eV after 50 ps; finer grids lower this by about 3%, to \(3.0\times10^4\) eV. The two spheres bracket this by \(1.9\times10^4\) and \(5.1\times10^4\) eV. With the 3600 eV for fusion, the held cube has by then cost a little over four times \(E_{\rm ad}\).

### A pulse of ten nanoseconds

Now keep the cube molten for \(10^4\) ps. The steady term gives \(157.1\times10^4=1.571\times10^6\) eV, and the square-root term gives \(1189\times100=1.19\times10^5\) eV. Together with the two small constants,

\[
E_{\rm low}=1.70\times10^6\ {\rm eV},
\]

or 272 fJ, which is 209 times \(E_{\rm ad}\). Nearly all of this energy has passed through the cell into the surroundings.

The steady loss of the cube itself can be found by covering its faces with small panels of heat source and solving for the strengths that make the surface temperature uniform. With 100 panels on each face this boundary-element method gives about 207 eV/ps. The inscribed and circumscribed spheres give 157 and 272 eV/ps. Over \(10^4\) ps the steady loss of the cube alone is thus about \(2.1\times10^6\) eV. The sphere bound has the right size and is somewhat low.

### Heating slowly instead of holding

A held temperature is an idealization, since a real pulse delivers power and the temperature follows. Suppose a sphere of radius \(a\) receives constant total power \(P\), spread uniformly through its volume. If a steady state is reached, all of \(P\) must flow out, and the rise at its surface is \(P/(4\pi a\kappa)\). The surface can reach the melting point only if

\[
P>4\pi a\kappa\Delta .
\]

Just above this threshold, melting to the surface takes very long, and the energy \(Pt\) grows without limit. A gentle pulse is therefore the expensive one.

I followed this process numerically for a sphere of diameter 100 angstrom, dividing space into thin shells, tracking the heat content of each, and stopping when nine tenths of the sphere was liquid. Complete adiabatic melting of this sphere costs 4241 eV.

| Power (eV/ps) | Time (ps) | Energy / adiabatic energy |
|---:|---:|---:|
| 100000 | 0.042 | 0.98 |
| 1000 | 8.9 | 2.1 |
| 165 | 2200 | 85 |

The first ratio is below one because a tenth of the sphere may stay solid: heating all of it and melting nine tenths would cost \((0.15+0.9\times0.12)/0.27=0.96\) of the full amount. This row shows the adiabatic limit of the equations and is not a realistic pulse, since 0.04 ps is too short for a lattice temperature to be well defined. The last power is 5% above the surface threshold of 157.1 eV/ps. Inside the sphere the steady rise is larger than at the surface by the factor \(1+(1-r^2/a^2)/2\), which is 1.034 at the radius enclosing nine tenths of the volume. The threshold for melting nine tenths is therefore 151.9 eV/ps, and the last power lies about 9% above it. So close to threshold, a small error in the temperature of the outermost shell shifts the melting time strongly. The first two rows use shells 2.5 angstrom thick. For the last power such shells give 2700 ps and a ratio of 106, which is too high; the table shows the value reached with shells of 0.1 angstrom or less near the surface. The same material in the same surroundings thus needs of the order of a hundred times more energy when the heat is supplied slowly.

### Scaling with size and time

Divide \(E_{\rm low}\) by \(E_{\rm ad}\) and write \(\tau=t/L^2\). With \(c=3n\), every power of \(L\) is absorbed:

\[
\frac{E_{\rm low}}{E_{\rm ad}}
=\frac{\lambda+\dfrac{\pi}{2}\Delta
+\dfrac{2\pi\kappa\Delta}{n}\,\tau
+\dfrac{2\Delta}{n}\sqrt{\pi\kappa c\,\tau}}{3\Delta+\lambda}.
\]

For given material parameters the penalty depends on \(t/L^2\) alone. Three consequences follow within this model.

First, the time for which the adiabatic estimate is useful grows as \(L^2\). For a cube of side 300 angstrom the bound doubles \(E_{\rm ad}\) at \(9\times26.4\approx240\) ps.

Second, at fixed \(t\), and as long as the steady term dominates, the penalty factor falls nearly as \(1/L^2\), while the energy itself rises nearly as \(L\). The larger cube has \(E_{\rm ad}=27\times8100=218700\) eV, or 35 fJ. Its bound for a hold of \(10^4\) ps is \(5.94\times10^6\) eV, or 952 fJ. The ratio has dropped from 209 to 27, but the energy has grown by a factor of 3.5. This exceeds the factor 3 of the steady term because the square-root term grows as \(L^2\) and the stored heat as \(L^3\).

Third, shrinking the cell at fixed pulse length does not save energy as \(L^3\). Once the steady loss dominates, the energy falls only about in proportion to \(L\). To keep the cubic law, the pulse must be shortened as \(L^2\). These exponents hold for perfect thermal contact. With the boundary resistance \(\ell\) of the next section the steady loss falls faster: for \(\ell=100\) angstrom, halving the cube's side from 100 to 50 angstrom lowers it from 86 to 27 eV/ps, about as \(L^{1.7}\). When the boundary is the bottleneck the loss scales as \(L^2\), and the cubic law needs the pulse shortened only as \(L\).

As a rough size, conventional cells need picojoules or more for a reset. The larger cube already comes close to one picojoule through conduction alone, although its adiabatic energy is far smaller.

### What insulation can do

The calculation so far assumed perfect thermal contact. A real boundary between two materials resists heat flow. Express this resistance as the thickness \(\ell\) of surrounding material that would resist equally, so that the flow per area is \(\kappa(\Delta-u_s)/\ell\), where \(u_s\) is the rise just outside the boundary. For a sphere in the steady state, the flow through the boundary equals the flow carried away:

\[
4\pi a^2\kappa\,\frac{\Delta-u_s}{\ell}=4\pi a\kappa\,u_s .
\]

Hence \(a(\Delta-u_s)=\ell u_s\), so \(u_s=\Delta/(1+\ell/a)\) and

\[
P_\ell=\frac{4\pi a\kappa\Delta}{1+\ell/a}.
\]

For \(\ell\ll a\) the earlier loss returns. For \(\ell\gg a\) the loss tends to \(4\pi a^2\kappa\Delta/\ell\): the boundary is then the bottleneck and the loss scales with area. Before the steady state is reached the surroundings are colder, so the flow is larger, and \(P_\ell t\) underestimates the sphere's loss.

With \(\ell=100\) angstrom, a boundary resistance of about \(1.4\times10^{-8}\) m\(^2\) K/W, and \(a=50\) angstrom the loss falls by a factor of three, from 157.1 to 52.4 eV/ps. For the same values a boundary-element calculation gives the cube a steady loss of about 86 eV/ps, so the sphere's loss is a low estimate for the cube. A hold of \(10^4\) ps then costs at least about

\[
8100\ {\rm eV}+52.4\times10^4\ {\rm eV}\approx5.3\times10^5\ {\rm eV},
\]

or 85 fJ, still 66 times \(E_{\rm ad}\). To bring even the sphere's steady loss over this time down to \(E_{\rm ad}\), \(1+\ell/a\) would have to be \(1.571\times10^6/8100=194\), so \(\ell\) would be nearly \(10^4\) angstrom, a hundred times the side of the cube. Insulation is worth having, but at this pulse length it does not restore the femtojoule. It also affects the cooling on which glass formation depends, in two opposite ways: the boundary hinders the outflow, but after a long pulse the surroundings are cooler than they would be with perfect contact. Which effect wins depends on the pulse length, on \(\ell\) and on how far the cell must cool.

### What the circuit adds

The energies above are those released as heat in the cell. The current also passes through leads and a selector. With constant resistances in series, the same current \(I\) flows through all of them, and the fraction of the power released in the cell is

\[
\eta=\frac{I^2R_{\rm cell}}{I^2R_{\rm total}}
=\frac{R_{\rm cell}}{R_{\rm total}} .
\]

The supply must deliver \(1/\eta\) times the cell's energy. If half the resistance lies outside the cell, the bound for the 100-angstrom cube with perfect contact rises from 272 to 543 fJ. This assumes that heat released in the leads does not help to warm the cell. A heater placed against the cell does help, and its heat then belongs partly to the useful share.

### Where the estimate can fail

The adiabatic energy is a count of atoms and is insensitive to geometry. The conduction loss is less certain. Fourier's law assumes that heat carriers scatter over distances short compared with the cell, which may fail at 100 angstrom. The conductivity differs between crystal, liquid, insulator and metal, and the steady loss is proportional to that of the surroundings. A nearby heat sink raises the loss: if a concentric sphere of radius \(R\) is kept at ambient temperature, the steady profile is proportional to \(1/r-1/R\), and the loss becomes \(4\pi\kappa\Delta/(1/a-1/R)\), twice the earlier value for \(R=2a\).

Some changes act the other way. A reset need melt only enough material to block the current, and surroundings still warm from an earlier pulse reduce \(\Delta\). These corrections can shift the loss by sizeable factors. In the example, however, conduction exceeds the adiabatic energy by about two orders of magnitude, and the main reason for that is the length of the pulse compared with the tens of picoseconds in which heat diffuses over half the side of so small a cube.
